# Closest approach of two atoms with exponential repulsion

## Problem

In sputtering, an atom set in motion inside the target strikes other atoms and shares its energy with them. How close two atoms come in such a collision decides which part of their interaction matters. Treat one collision as follows.

A projectile of mass $m_1$ and laboratory kinetic energy $E_1$ moves straight at an atom of mass $m_2$ at rest. Their separation is $r$, and they repel with the potential energy

$$V(r)=A\,e^{-r/a},\qquad A>0,\quad a>0.$$

The projectile starts so far away that $V$ is negligible there. The motion is classical and non-relativistic, no energy goes to electrons, and no other atom acts on the pair.

1. How much of $E_1$ can be spent on pushing the atoms together? Call this energy $E$.
2. Find the least separation $r_0$. For which $E$ does the model have a turning point at positive $r$?
3. Find $r(t)$ near the collision, how long the repulsion exceeds half its peak, and how far the target has moved when the atoms are closest.
4. Evaluate the results for a 100 eV germanium atom striking another, with $A=6000$ eV, $a=0.027$ nm and an atomic mass of 72.63 u. How many digits of $r_0$ have physical meaning?

## Hints

**For part 1.** Total momentum is conserved, so the centre of mass keeps moving throughout. Its kinetic energy cannot be turned into repulsion. Write both positions in terms of the centre of mass and the separation.

**For part 2.** What is the relative velocity at closest approach? Then ask whether the force there is zero or not, since this decides whether the atoms separate again.

**For part 3.** Count time from the turn. The variable $q=e^{(r-r_0)/(2a)}$ makes the integral elementary.

**For part 4.** Changing $A$ by a given factor and changing $a$ by the same factor have very different effects on a logarithm with a prefactor.

## Solution

### 1. The energy available

Let the atoms sit at $x_1<x_2$ on a line, with $r=x_2-x_1$. With $M=m_1+m_2$ and the centre of mass $X=(m_1x_1+m_2x_2)/M$, the positions are

$$x_1=X-\frac{m_2}{M}r,\qquad x_2=X+\frac{m_1}{M}r.$$

Differentiate and insert the velocities into the kinetic energy:

$$T=\tfrac12 m_1\Big(\dot X-\frac{m_2}{M}\dot r\Big)^2+\tfrac12 m_2\Big(\dot X+\frac{m_1}{M}\dot r\Big)^2 .$$

The cross terms are $-(m_1m_2/M)\dot X\dot r$ and $+(m_1m_2/M)\dot X\dot r$, and they cancel. The terms in $\dot r^2$ add up to

$$\tfrac12\,\frac{m_1m_2^2+m_2m_1^2}{M^2}\,\dot r^2=\tfrac12\,\frac{m_1m_2}{M}\,\dot r^2 .$$

With the reduced mass $\mu=m_1m_2/M$,

$$T=\tfrac12M\dot X^2+\tfrac12\mu\dot r^2 .$$

The first term is constant because no external force acts. Before the collision $\dot r=-v$, where $v=\sqrt{2E_1/m_1}$ is the projectile speed. The energy of relative motion is therefore

$$E=\tfrac12\mu v^2=\frac{m_2}{M}\,\tfrac12m_1v^2=\frac{m_2}{m_1+m_2}\,E_1 .$$

For equal masses this is half of $E_1$. A light projectile on a heavy target has nearly all of its energy available; a heavy projectile on a light target has little.

### 2. The turning point

The repulsive force has magnitude $F=-dV/dr=(A/a)e^{-r/a}$. It pushes atom 1 to the left and atom 2 to the right, so $m_1\ddot x_1=-F$ and $m_2\ddot x_2=F$. Subtracting the accelerations gives

$$\ddot r=F\Big(\frac1{m_1}+\frac1{m_2}\Big)=\frac F\mu .$$

Multiply by $\mu\dot r$. The left side is the time derivative of $\tfrac12\mu\dot r^2$, and the right side is $-dV/dt$. Hence the sum of the two energies is conserved, and its initial value is $E$:

$$\tfrac12\mu\dot r^2+A\,e^{-r/a}=E .$$

The first term cannot be negative, so $A\,e^{-r/a}\le E$. At closest approach $\dot r=0$ and equality holds. Taking the logarithm of $e^{-r_0/a}=E/A$ gives $-r_0/a=\ln(E/A)$, and therefore

$$\boxed{r_0=a\ln\frac AE\,,\qquad 0<E<A.}$$

There is one such point because $V$ falls steadily with $r$. The atoms do turn there: the outward force is $F(r_0)=V(r_0)/a=E/a$, which is not zero, so they are pushed apart again.

The upper limit on $E$ comes from the value of the potential at the origin, $V(0)=A$. As $E$ approaches $A$ from below, $r_0$ shrinks to zero. For $E>A$ the atoms reach $r=0$ while still approaching, with relative kinetic energy $E-A$. With $A=6000$ eV and $E=7200$ eV, integrating the motion leaves 1200 eV at contact. This is a defect of the model, because the Coulomb repulsion of real nuclei grows without bound as $r\to0$. The formula should be distrusted well before $E$ reaches $A$, as part 4 shows.

In the opposite limit, $E\to0$, the formula lets $r_0$ grow without bound, but only logarithmically: each tenfold reduction of $E$ adds $a\ln10$. There the weak tail of $V$ competes with chemical attraction, which the model lacks.

### 3. The motion near the turn

Since $A=E\,e^{r_0/a}$, the potential can be written as $V=E\,e^{-(r-r_0)/a}$. Energy conservation on the way out, where $\dot r>0$, becomes

$$\dot r=v\sqrt{1-e^{-(r-r_0)/a}} .$$

Set $q=e^{(r-r_0)/(2a)}$, so that the exponential under the root is $1/q^2$. Then

$$\dot q=\frac{q}{2a}\,\dot r=\frac{v}{2a}\,q\sqrt{1-\frac1{q^2}}=\frac{v}{2a}\sqrt{q^2-1} .$$

At the turn $t=0$ and $q=1$. Integrating $dq/\sqrt{q^2-1}$ from there gives $\operatorname{arccosh}q=vt/(2a)$. The approach is the time reverse of the departure, and the hyperbolic cosine is even, so one expression covers both:

$$r(t)=r_0+2a\ln\cosh\frac{vt}{2a},\qquad V=\frac{E}{q^2}=\frac{E}{\cosh^2(vt/2a)} .$$

The repulsion equals $E/2$ when $\cosh(vt/2a)=\sqrt2$. This happens once before and once after the turn, so $V$ exceeds half its peak for a time

$$\tau=\frac{4a}{v}\operatorname{arccosh}\sqrt2=\frac{4a}{v}\ln(1+\sqrt2)\approx\frac{3.53\,a}{v}.$$

The collision lasts about as long as it takes to cross a few decay lengths, whatever the value of $A$.

For the target displacement, use $x_2=X+(m_1/M)r$ with $X=X_0+(m_1/M)vt$, where $X_0$ is the centre of mass at the turn:

$$x_2=X_0+\frac{m_1}{M}\,(vt+r).$$

Long before the turn, $\cosh y\approx\tfrac12e^{|y|}$, so $\ln\cosh y\approx|y|-\ln2$ and $r\approx r_0-2a\ln2-vt$ with $t<0$. The bracket is then $r_0-2a\ln2$. At the turn it is $r_0$. The target has therefore moved by

$$\Delta x_2=\frac{m_1}{M}\,2a\ln2 .$$

At that instant both atoms move with the velocity $\dot X=(m_1/M)v$, and the pair keeps the kinetic energy $\tfrac12M\dot X^2=(m_1/M)E_1$. Adding $E$ to this restores $E_1$. Long after the turn $\dot r=+v$, and the target moves at $\dot x_2=\dot X+(m_1/M)v=(2m_1/M)v$. For equal masses this is $v$: the struck atom takes over all of the projectile's energy.

The motion up to the turn was tested by integrating Newton's equations for both atoms in the laboratory. The cases were two Ge atoms at 100 eV, masses 20 u on 70 u at 300 eV, and 90 u on 30 u at 900 eV. In each, the least separation and the target displacement agreed with the formulas to within $10^{-6}a$.

### 4. Germanium on germanium

The masses are equal, so $E=100/2=50$ eV, and

$$r_0=0.027\ \text{nm}\times\ln\frac{6000}{50}=0.027\ \text{nm}\times4.7875=0.1293\ \text{nm}=1.293\ \text{Å}.$$

Inserting the laboratory energy instead would give 0.1105 nm, too small by $a\ln2$. At the turn the force is $50/0.027=1852$ eV/nm. The initial speed is 16.30 km/s, and $V$ exceeds 25 eV for $\tau=5.84$ fs. The target has then moved by $a\ln2=0.0187$ nm, and the pair still carries 50 eV of centre-of-mass motion.

**Sensitivity to the parameters.** With $E$ and $a$ fixed, doubling $A$ adds $a\ln2=0.0187$ nm, or 14% of $r_0$. With $E$ and $A$ fixed, $r_0$ is proportional to $a$, so raising $a$ by 10% adds 10%, or 0.0129 nm. The decay length must be known much better than the strength.

**Shape of the repulsion.** The Ziegler–Biersack–Littmark (ZBL) universal potential is a screened Coulomb repulsion fitted to many atom pairs. It is an approximation too, but it has the Coulomb growth at small $r$ that the exponential lacks. The turning points compare as follows.

| $E$ (eV) | exponential (nm) | ZBL (nm) |
|---:|---:|---:|
| 5 | 0.1914 | 0.2039 |
| 50 | 0.1293 | 0.1294 |
| 500 | 0.0671 | 0.0732 |
| 5000 | 0.0049 | 0.0341 |

At 50 eV the chosen $A$ and $a$ nearly reproduce the ZBL turning point, and the local decay length of ZBL there, 0.028 nm, is also close to $a$. Agreement between two approximate potentials does not show that the digits they share are right for real germanium. One decay length cannot serve the whole range. Dividing the change of the ZBL turning point by $\ln10$ gives a mean decay length of 0.032 nm between 5 and 50 eV, but 0.024 nm between 50 and 500 eV. At 5000 eV, still below $A$, the exponential gives a distance about seven times too small relative to ZBL.

**Chemical attraction.** Suppose that $A$ and $a$ describe the repulsion alone, and that bonding adds a well about 2 eV deep, a rough value for one Ge–Ge bond. If the attraction stays at 2 eV down to the turn, the repulsion must reach 52 eV there, and $r_0$ changes by $-a\ln(52/50)=-0.0011$ nm.

The attraction may instead keep growing inward. A Morse potential with the same repulsive part is

$$V_{\rm M}=A\,e^{-r/a}-C\,e^{-r/(2a)} .$$

In terms of $y=e^{-r/(2a)}$ it is $Ay^2-Cy$, whose minimum is $-C^2/(4A)$. A depth of 2 eV requires $C=2\sqrt{6000\times2}=219$ eV. Setting $Ay^2-Cy=E$ and taking the positive root,

$$y=\frac{C+\sqrt{C^2+4AE}}{2A}=0.1114,\qquad r=-2a\ln y=0.1185\ \text{nm}.$$

The shift is now $-0.0107$ nm, or 8% of $r_0$. The minimum of this curve lies at $-2a\ln(C/2A)=0.216$ nm, short of the neighbour distance of 0.245 nm, so the curve illustrates the effect and is not a fit to germanium. The two estimates differ tenfold because the well depth does not fix the attraction far inside the well. If $A$ and $a$ were fitted to the net interaction near 50 eV, neither correction should be applied.

**Smaller effects.** Each shift below is for the same 100 eV projectile.

- Energy lost to electrons by the projectile raises $r_0$ by about 0.0004 nm for a start at the neighbour distance, 0.245 nm. This uses the Lindhard–Scharff estimate of 12.7 eV/nm at the initial speed, a rough guide for so slow an atom, and leaves out the target's own loss.
- A target approaching at speed $u$ changes the relative energy to $\tfrac12\mu(v+u)^2$, which shifts $r_0$ by $-2a\ln(1+u/v)\approx-2au/v$. For $u=\sqrt{k_{\rm B}T/m_2}$ at 300 K this is $-0.0006$ nm.
- Binding the target to its site by a spring, with a rough lattice frequency of 6 THz, changes $r_0$ by $-0.00006$ nm. The spring pulls the displaced target back towards the projectile.
- A quantum wave reaches somewhat past the turning point. Near $r_0$, $V-E\approx-(E/a)(r-r_0)$. Balancing $\hbar^2/(2\mu L^2)$ against $EL/a$ gives the length $L=(\hbar^2a/2\mu E)^{1/3}=0.0007$ nm, about 0.5% of $r_0$. Classical mechanics is adequate here.

**The real process.** In a cascade started by an ion of some hundreds of eV, a 100 eV recoil is an energetic member; most recoils have much less. The values of $A$ and $a$ follow the ZBL repulsion near 50 eV; they are not measured constants, and they overstate the net Ge–Ge interaction. A density-functional calculation for the Ge$_2$ molecule (PBE, closed shell, def2-TZVP basis, energy measured from two free atoms) gives about 26 eV at 0.130 nm and 54 eV at 0.115 nm, where the model has 49 eV and 85 eV; a smaller basis changes these by about 1 eV. Interpolating puts the 50 eV turning point near 0.117 nm, with a local decay length near 0.021 nm. The isolated-pair assumption is reasonable up to the turn. The target has moved only 8% of the neighbour distance. A projectile starting from a neighbouring site moves about half of that distance and stretches its own three bonds, but with bonds about 2 eV deep this raises $r_0$ by only about 0.0005 nm. It worsens for slow recoils: at $E=5$ eV the turning point lies near 0.2 nm, not far inside the neighbour distance, where bonding and surrounding atoms matter. Real collisions are also seldom head-on, which variation 2 treats. For the 50 eV collision, a factor of two in the strength moves $r_0$ by about 0.02 nm, and the attraction, where it has to be added, moves it by 0.001 to 0.01 nm. The defensible statement is $r_0\approx0.12$–$0.13$ nm, with the model value at the upper end, so the second digit is already uncertain. The remaining digits serve for comparing calculations within the model; the numerical output lists them.

## Variation 1: a start at finite separation

*The relative kinetic energy is $K$ when the atoms approach from separation $R$, where $V(R)$ is not negligible. Where do they turn?*

The conserved energy is now $K+V(R)$, and it takes the place of $E$:

$$r_{\min}=a\ln\frac{A}{K+A\,e^{-R/a}},\qquad K+V(R)<A .$$

For large $R$ this returns to $a\ln(A/K)$. For $K\to0$ it gives $r_{\min}\to R$, as it must for atoms released at rest.

In germanium the neighbour distance is $R=0.245$ nm, where $V=0.69$ eV. With $K=50$ eV the shift is $-a\ln(1+0.69/50)=-0.0004$ nm. It is small because the start lies more than four decay lengths outside the turn. In a crystal at rest the repulsion between neighbours is balanced by attraction, so even this shift belongs to the isolated-pair model.

## Variation 2: a collision slightly off centre

*The projectile's initial line of flight misses the target's centre by a distance $b$, the impact parameter. How does the least separation change at fixed $E$?*

The relative angular momentum is $\mu vb$. The energy of sideways motion is therefore $(\mu vb)^2/(2\mu r^2)=E\,b^2/r^2$, and energy conservation reads

$$\tfrac12\mu\dot r^2+A\,e^{-r/a}+E\,\frac{b^2}{r^2}=E .$$

At closest approach $\dot r=0$, so $A\,e^{-r/a}=E(1-b^2/r^2)$. Taking the logarithm,

$$r_{\min}=r_0-a\ln\Big(1-\frac{b^2}{r_{\min}^2}\Big).$$

**Small $b$.** For $b\ll r_0$, and $r_0$ not small compared with $a$, use $\ln(1-x)\approx-x$ and replace $r_{\min}$ by $r_0$ in the small term:

$$r_{\min}\approx r_0+\frac{a\,b^2}{r_0^2}.$$

The atoms stay farther apart, since part of the energy remains in sideways motion and is not available for compression. For $b=0.03$ nm the formula gives $0.027\times(0.03/0.1293)^2=0.00145$ nm. Integrating the motion in the plane gives 0.00146 nm. An offset of nearly a quarter of $r_0$ thus changes the distance by about 1%, although it does deflect the atoms.

**Large $b$.** When $V(b)\ll E$, the path is nearly straight and $r_{\min}=b+\delta$ with small $\delta$. Then $1-b^2/r_{\min}^2\approx2\delta/b$, and the turning condition gives

$$\delta\approx\frac{b\,V(b)}{2E}.$$

This holds when $\delta$ is small compared with both $a$ and $b$, so that $V$ hardly changes between $b$ and $b+\delta$. The least separation is then set by the aim, and the repulsion adds a small correction.

## Calculated quantities

```
INPUTS (rough Ge-Ge values)
A = 6000 eV
a = 0.027 nm
Ge mass = 72.63 u
laboratory energy = 100 eV
RESULTS
centre-of-mass energy E = 50.0 eV
A/E = 120.0, ln(A/E) = 4.7875
turning point r0 = 0.1293 nm = 1.293 angstrom
least separation from integrated motion = 0.1293 nm
r0 if laboratory energy is misused = 0.1105 nm
force at turn E/a = 1852 eV/nm
initial relative speed = 16.30 km/s
time with V above E/2 = 5.84 fs
target displacement at turn = 0.0187 nm
test above A: E = 7200 eV, energy left at r=0 = 1200 eV
SENSITIVITY OF r0
A doubled: +0.0187 nm
a raised 10 percent: +0.0129 nm
SHAPE: turning points, exponential and ZBL
E = 5 eV: 0.1914 nm and 0.2039 nm
E = 50 eV: 0.1293 nm and 0.1294 nm
E = 500 eV: 0.0671 nm and 0.0732 nm
E = 5000 eV: 0.0049 nm and 0.0341 nm
ZBL local decay length at 50 eV turn = 0.0281 nm
OTHER NEGLECTED EFFECTS (shift of r0)
attraction, constant 2 eV: -0.0011 nm
attraction, Morse tail, well 2 eV: -0.0107 nm
neighbour distance = 0.245 nm, V there = 0.69 eV
start at neighbour distance: -0.00037 nm
electronic stopping at start = 12.7 eV/nm
electronic drag: +0.00037 nm
site spring at 6 THz: -0.00006 nm
target thermal speed at 300 K: -0.00061 nm
impact parameter 0.03 nm, integrated: +0.00146 nm
impact parameter 0.03 nm, formula: +0.00145 nm
quantum penetration (Airy) length = 0.00068 nm
```
